\section*{Examination question: the $G_0W_0$ quasiparticle weight of the electron gas}

Consider the spin-unpolarized three-dimensional electron gas at zero temperature in Hartree atomic units. Its density is $n=3/(4\pi r_s^3)=k_F^3/3\pi^2$, so $k_F=(9\pi/4)^{1/3}/r_s$; further $\xi_k=(k^2-k_F^2)/2$, $n_k=\theta(-\xi_k)$ and $v(q)=4\pi/q^2$. On the imaginary frequency axis $G_0(k,i\omega)=1/(i\omega-\xi_k)$. Hedin's equations with the vertex set to one and $G_0$ inserted for $G$ define the $G_0W_0$ approximation:
\begin{align}
\Sigma(k,i\omega)&=-\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\nu}{2\pi}\,G_0(\mathbf k+\mathbf q,i\omega+i\nu)\,W_0(q,i\nu),\label{sig}\\
P(q,i\nu)&=2\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,G_0(\mathbf k,i\omega)\,G_0(\mathbf k+\mathbf q,i\omega+i\nu),
\end{align}
with $W_0=v/\epsilon$ and $\epsilon=1-vP$. An equal-time $G_0$ carries the factor $e^{i\omega0^+}$. The chemical potential is shifted by $\Sigma(k_F,0)$, which keeps the Fermi surface at $k_F$. Use $z=q/2k_F$, $u=\nu/qk_F$, $\lambda=1/\pi k_F$ and $f=1/\epsilon-1$. The numbers come from the numerical check.

\subsection*{(a) Express the weight $Z$ of the pole of $G(k_F,i\omega)$ through $\Sigma$, and find the contribution of the bare interaction.}

With the shifted chemical potential and $\xi_{k_F}=0$, Dyson's equation reads $G^{-1}(k_F,i\omega)=i\omega-[\Sigma(k_F,i\omega)-\Sigma(k_F,0)]$. If the bracket equals $-ia\omega+o(\omega)$, which part (e) establishes, then
\begin{equation}
G(k_F,i\omega)\to\frac{Z}{i\omega},\qquad Z=\frac1{1+a},\qquad a=-\left.\frac{\partial\,\mathrm{Im}\,\Sigma(k_F,i\omega)}{\partial\omega}\right|_{0}.
\end{equation}
Split $W_0=v+vf$. In the $v$ part the frequency integral acts on $G_0$ alone, and a shift of $\nu$ removes $\omega$. Since $1/(i\nu-\xi)=-i/(\nu+i\xi)$ has its pole in the upper half plane only for $\xi<0$, closing the contour there gives $\int\frac{d\nu}{2\pi}e^{i\nu0^+}G_0=\theta(-\xi)$. With $\mathbf p=\mathbf k+\mathbf q$, $p=k_Fy$ and $\int_{-1}^1d\mu\,(k^2+p^2-2kp\mu)^{-1}=(kp)^{-1}\ln|(k+p)/(k-p)|$,
\begin{equation}
\Sigma_x(k_F)=-\frac{k_F}{\pi}\int_0^1dy\,y\ln\frac{1+y}{1-y}=-\frac{k_F}{\pi}\sum_{m=0}^\infty\frac{2}{(2m+1)(2m+3)}=-\frac{k_F}{\pi},
\end{equation}
because the sum telescopes. Exchange is static and drops out of $a$; only $\Sigma_c$, built from $vf$, contributes.

\subsection*{(b) Obtain $\epsilon(q,i\nu)$ and its $u$-derivative in closed form, and determine the sign of the derivative.}

Let $\Delta=\xi_{\mathbf k+\mathbf q}-\xi_{\mathbf k}$. Partial fractions turn the product $G_0G_0$ into $[G_0(\mathbf k,i\omega)-G_0(\mathbf k+\mathbf q,i\omega+i\nu)]/(i\nu-\Delta)$, and the $\omega$ integral gives $(n_{\mathbf k}-n_{\mathbf k+\mathbf q})/(i\nu-\Delta)$. In the second term the substitution $\mathbf k\to-\mathbf k-\mathbf q$ sends $n_{\mathbf k+\mathbf q}\to n_{\mathbf k}$ and $\Delta\to-\Delta$:
\begin{equation}
P=2\int\!\frac{d^3k}{(2\pi)^3}\,n_k\left[\frac1{i\nu-\Delta}+\frac1{-i\nu-\Delta}\right]=-4\int\!\frac{d^3k}{(2\pi)^3}\,\frac{n_k\Delta}{\nu^2+\Delta^2}.\label{P}
\end{equation}
Let $k_Fy$ be the component of $\mathbf k$ along $\mathbf q$. Then $\Delta=qk_F(y+z)$, and the slice of the Fermi sphere at $y$ has area $\pi k_F^2(1-y^2)$. Write $P=-(k_F/\pi^2)F$. The prefactor is $4\pi k_F^3/(8\pi^3qk_F)$ divided by $k_F/\pi^2$, which is $k_F/2q=1/4z$, so for $u>0$ and $x=z+iu$
\begin{equation}
F=\frac1{4z}\int_{-1}^1dy\,\frac{(1-y^2)(y+z)}{(y+z)^2+u^2}=\frac{\mathrm{Re}\,g(x)}{4z},\qquad g(x)=\int_{-1}^1dy\,\frac{1-y^2}{y+x}.\label{F}
\end{equation}
The identity $1-y^2=(1-x^2)+(x-y)(x+y)$ gives
\begin{equation}
g=(1-x^2)\ln\frac{x+1}{x-1}+2x,\qquad g'=4-2x\ln\frac{x+1}{x-1},
\end{equation}
where the derivative of the logarithm, $-2/(x^2-1)$, supplies $+2$. With $A=(z+1)^2+u^2$, $B=(z-1)^2+u^2$, $\Lambda=\ln(A/B)$ and $\arg(c+iu)=\pi/2-\arctan(c/u)$,
\begin{equation}
\ln\frac{x+1}{x-1}=\frac\Lambda2-i\Theta,\qquad\Theta=\arctan\frac{1+z}{u}+\arctan\frac{1-z}{u}\in[0,\pi].\label{log}
\end{equation}
Using $1-x^2=1-z^2+u^2-2izu$ and $\partial_u\mathrm{Re}\,g=\mathrm{Re}(ig')=2\,\mathrm{Im}[x(\Lambda/2-i\Theta)]=u\Lambda-2z\Theta$,
\begin{equation}
F=\frac12+\frac{1-z^2+u^2}{8z}\Lambda-\frac u2\Theta,\qquad F_u=\frac{u}{4z}\Lambda-\frac\Theta2 .
\end{equation}
Since $vk_F/\pi^2=4k_F/\pi q^2=\lambda/z^2$, the dielectric function is $\epsilon=1+\lambda F/z^2$, and
\begin{equation}
f=-\frac{\lambda F}{z^2+\lambda F},\qquad \partial_uf=-\frac{\lambda z^2F_u}{(z^2+\lambda F)^2}.\label{f}
\end{equation}
For the sign, put $t=y+z$ in (\ref{F}) and fold negative $t$ onto positive $t$:
\begin{equation}
F=\frac1{4z}\int_0^\infty dt\,\frac{\rho(t)\,t}{t^2+u^2},\qquad\rho=[1-(t-z)^2]_+-[1-(t+z)^2]_+\ge0 ,\label{rho}
\end{equation}
where $[\,\cdot\,]_+$ is the positive part. Hence $F>0$, $F_u<0$ and $\partial_uf>0$: screening weakens as the frequency grows. For large $u$, (\ref{F}) gives $F\to(1/4z)(4z/3)/u^2=1/3u^2$. By (\ref{P}), $f$ is even in $\nu$. The program tests $F$ against quadrature over the Fermi sphere and $F_u$ against finite differences.

\subsection*{(c) Reduce $a$ to a double integral and show that it converges at small $q$.}

At $k=k_F$, $\xi_{\mathbf k+\mathbf q}=qk_F(\mu+z)$ with $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf q$. For $\nu>0$, $G_0=-1/[qk_F(\mu+x^*)]$, so by the complex conjugate of (\ref{log})
\begin{equation}
\int_{-1}^1d\mu\,G_0(\mathbf k+\mathbf q,i\nu)=-\frac{L}{qk_F},\qquad L=\frac\Lambda2+i\,\mathrm{sgn}(\nu)\,\Theta(z,|u|),
\end{equation}
the case $\nu<0$ following from $G_0(-i\nu)=G_0(i\nu)^*$. Both signs are tested by quadrature. In (\ref{sig}) shift $\nu\to\nu-\omega$. The measure is $\frac{q^2dq\,d\mu}{4\pi^2}\frac{4\pi}{q^2}\frac{d\nu}{2\pi}=\frac{dq\,d\mu\,d\nu}{2\pi^2}$, the two minus signs cancel, and $1/2\pi^2k_F=\lambda/2\pi$:
\begin{equation}
\Sigma_c(k_F,i\omega)=\frac\lambda{2\pi}\int_0^\infty\frac{dz}z\int_{-\infty}^\infty d\nu\,f(q,\nu-\omega)\,L(q,\nu).\label{sc}
\end{equation}
Since $\mathrm{Im}\,L$ is odd and $f$ is even, the negative half axis folds over:
\begin{equation}
\mathrm{Im}\,\Sigma_c=\frac\lambda{2\pi}\int\frac{dz}z\int_0^\infty d\nu\,[f(\nu-\omega)-f(\nu+\omega)]\,\Theta .
\end{equation}
The function $f$ is continuous with a bounded first derivative, so the bracket is $-2\omega\,\partial_\nu f$ to first order, apart from an interval of length $\omega$ that contributes at order $\omega^2$. With $d\nu\,\partial_\nu=du\,\partial_u$ and (\ref{f}),
\begin{equation}
a=\frac\lambda\pi\int_0^\infty\frac{dz}z\int_0^\infty du\,\Theta\,\partial_uf=-\frac{\lambda^2}\pi\int_0^\infty z\,dz\int_0^\infty du\,\frac{F_u\,\Theta}{(z^2+\lambda F)^2}.\label{a}
\end{equation}
The integrand is positive, so $0<Z<1$ at every density in this approximation. For $z\to0$, $f$ rises from $-1$ to $0$ at large $u$, where $F\simeq1/3u^2$, $f\simeq-u_p^2/(u^2+u_p^2)$ with $u_p^2=\lambda/3z^2$, and $\Theta\simeq2/u$. The scale $qk_Fu_p=2k_F^2\sqrt{\lambda/3}$ is the plasma frequency $\sqrt{4\pi n}$. To leading order the inner integral is $\int_0^\infty du\,4u_p^2/(u^2+u_p^2)^2=\pi/u_p\propto z$, which cancels the $1/z$.

\subsection*{(d) A candidate differentiates $G_0$ instead of $f$ and integrates the result over $\nu\neq0$. What is lost?}

For $z<1$, $\Theta(z,0^+)=\pi$, so $\mathrm{Im}\,L$ jumps by $2\pi$ at $\nu=0$; for $z>1$, $\Theta(z,0^+)=0$. The jump arises because $\mathbf k+\mathbf q$ can lie on the Fermi surface only if $q<2k_F$. Integrate (\ref{a}) by parts with $f(u)-f(0)$ as the primitive. The boundary term vanishes at $u=0$ by construction and at infinity because $\Theta\to0$:
\begin{equation}
a=-\frac\lambda\pi\int\frac{dz}z\int_0^\infty du\,[f(z,u)-f(z,0)]\,\partial_u\Theta,\qquad\partial_u\Theta=-\frac{1+z}A-\frac{1-z}B .
\end{equation}
The candidate keeps the $f(z,u)$ term only. The other term, with $\int_0^\infty du\,\partial_u\Theta=-\pi\theta(1-z)$, equals $-\lambda\int_0^1dz\,f(z,0)/z$ and is the delta function at the jump. As $z\to0$, $f\to-1$ wherever $\partial_u\Theta$ has weight, so the kept integrand tends to $-\lambda/z$ and the lost one to $+\lambda/z$. Each diverges logarithmically, and only their sum is finite. At $r_s=4$ and $z=0.001$, $z$ times the kept integrand is $-0.66203$, against $-\lambda=-0.66344$. The two forms of $a$ are tested to agree within $10^{-6}$.

\subsection*{(e) Find the terms of $\Sigma_c(k_F,i\omega)$ of order $\omega^2$ and interpret them.}

For $z<1$, $F_u(z,0^+)=-\pi/2$, so the even function $f$ has a cusp $s|\nu|$, and $\partial_\nu^2f=2s\,\delta(\nu)+r(\nu)$ with $r$ even. From (\ref{f}) and $\nu=2zk_F^2u$,
\begin{equation}
s=\frac{\pi\lambda z}{4k_F^2\,[z^2+\lambda F(z,0)]^2}\,\theta(1-z).
\end{equation}
Two $\omega$-derivatives of the inner integral in (\ref{sc}) give $2sL(\omega)+\int d\nu\,r(\nu-\omega)L(\nu)$. In the imaginary part the $r$ term vanishes as $\omega\to0$, being even times odd, and the cusp term tends to $2\pi s\,\mathrm{sgn}\,\omega$, which integrates to $\pi s\,\omega|\omega|$. Therefore
\begin{equation}
\mathrm{Im}\,\Sigma_c=-a\omega+C\omega|\omega|+\dots,\qquad C=\frac\lambda2\int_0^1\frac{dz}zs=\frac{\pi\lambda^2}{8k_F^2}\int_0^1\frac{dz}{[z^2+\lambda F(z,0)]^2}.
\end{equation}
The limit $L(\omega)\to L(0^+)$ is not uniform within $\omega/k_F^2$ of $z=0$ and $z=1$, but these intervals shrink with $\omega$ while $s/z$ and $\Theta$ stay bounded, so they enter at higher order. In the real part the first derivative at $\omega=0$ is the integral of the odd $\partial_\nu f$ against the even $\Lambda$ and vanishes, and the logarithm of $\Lambda(z,0)$ at $z=1$ in the second derivative is integrable. The shift of $\mathrm{Re}\,\Sigma$ is of order $\omega^2$, which completes the premise of (a). For $\omega>0$, $iC\omega^2=-iC(i\omega)^2$, and the continuation $i\omega\to\varepsilon+i0$ gives $\mathrm{Im}\,\Sigma^R=-C\varepsilon^2$ to leading order. The damping vanishes faster than the energy, so the pole at the Fermi surface is sharp. The cusp is the imaginary-axis image of the low-energy electron--hole pairs, $\rho=4zt$ in (\ref{rho}).

\subsection*{(f) The RPA correlation energy per volume is $n\varepsilon_c=\int\frac{d^3q}{(2\pi)^3}\int_0^\infty\frac{d\nu}{2\pi}[\ln(1-vP)+vP]$. Relate $\Sigma_c(k_F,0)$ to it.}

The energy depends on the occupations only through $P$, and $\partial_P[\ln(1-vP)+vP]=-v/\epsilon+v=-vf$. In (\ref{P}) the factor 2 is the spin sum, so one electron added at $|\mathbf k|=k_F$, where $\Delta=\xi_{\mathbf k+\mathbf q}$, changes $P$ by $G_0(\mathbf k+\mathbf q,i\nu)+G_0(\mathbf k+\mathbf q,-i\nu)$ per volume. The two terms extend the $\nu$ integral to the whole axis:
\begin{equation}
\mu_c=\frac{d(n\varepsilon_c)}{dn}=-\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^\infty\!\frac{d\nu}{2\pi}\,vf\,G_0(\mathbf k+\mathbf q,i\nu)=\Sigma_c(k_F,0).
\end{equation}
Because $n\propto r_s^{-3}$, $\mu_c=\varepsilon_c-(r_s/3)\,d\varepsilon_c/dr_s$. With $d\nu=2zk_F^2du$, $q^2dq/2\pi^2=4k_F^3z^2dz/\pi^2$ and $Q=\lambda F/z^2$,
\begin{align}
\Sigma_c(k_F,0)&=\frac{\lambda k_F^2}\pi\int_0^\infty dz\int_0^\infty du\,f\Lambda,\\
\varepsilon_c&=\frac{12k_F^2}\pi\int_0^\infty z^3dz\int_0^\infty du\,[\ln(1+Q)-Q].
\end{align}
At $r_s=4$, $\varepsilon_c=-0.046806$ Ha. Its finite-difference derivative gives $\mu_c=-0.053470$ Ha, and the first integral gives $\Sigma_c(k_F,0)=-0.053470$ Ha $=-1.455$ eV. This tests the sign and the prefactor $\lambda/2\pi$ of (\ref{sc}). The PW92 parametrization of the RPA gives $-0.053488$ Ha, which differs by $0.03\%$ of $\Sigma_c(k_F,0)$.

\subsection*{(g) Rewrite $a$ in terms of the loss function on the real axis.}

Let $t$ be the real frequency in units of $qk_F$ and $S=-\mathrm{Im}(1/\epsilon^R)/\pi$. By (\ref{rho}) and (\ref{f}), $f$ continued to complex frequency $\zeta$ is analytic in the upper half plane (there $F$ is real only on the imaginary axis, where it is positive, so $\epsilon\neq0$), it decays as $\zeta^{-2}$, and its imaginary part on the real axis is odd. Cauchy's theorem gives $f(\zeta)=\int_0^\infty dt\,S\,[(\zeta-t)^{-1}-(\zeta+t)^{-1}]$, so
\begin{equation}
f(iu)=-\int_0^\infty dt\,\frac{2tS}{u^2+t^2},\qquad\partial_uf=\int_0^\infty dt\,\frac{4tuS}{(u^2+t^2)^2}.
\end{equation}
Comparing large $u$ with $f\to-\lambda/3z^2u^2$ yields the $f$-sum rule $\int tS\,dt=\lambda/6z^2$. Each arctangent in $\Theta$ is integrated by parts, using $\int_0^\infty du\,[(u^2+t^2)(u^2+c^2)]^{-1}=\pi/[2t|c|(t+|c|)]$:
\begin{equation}
\int_0^\infty du\,\frac{4tu}{(u^2+t^2)^2}\arctan\frac cu=\pi\,\mathrm{sgn}(c)\left[\frac1t-\frac1{t+|c|}\right].
\end{equation}
Adding $c=1+z$ and $c=1-z$ gives $a=\lambda\int\frac{dz}z\int_0^\infty dt\,SK$ with
\begin{equation}
K=\begin{cases}\dfrac2t-\dfrac1{t+1-z}-\dfrac1{t+1+z},&z<1,\\[2ex]\dfrac1{t+z-1}-\dfrac1{t+z+1},&z>1.\end{cases}
\end{equation}
Both cases equal $\int_{-1}^1d\mu\,(t+|z+\mu|)^{-2}$. Thus $a$ is a squared coupling over a squared energy denominator, the form second-order perturbation theory gives for the weight admixed from states with one electron or hole plus one density excitation.

Replacing $u^2\to-(t+i0)^2$ in (\ref{F}) and (\ref{rho}) gives $\mathrm{Re}\,F=[g(z-t)+g(z+t)]/8z$, with the modulus inside the logarithm, and $\mathrm{Im}\,F=\pi\rho(t)/8z$. In the pair continuum $S=\mathrm{Im}\,\epsilon/\pi|\epsilon|^2$. Above it, $t>1+z$, a zero $t_p$ of $\epsilon$ gives $1/\epsilon\simeq1/[\epsilon'(t-t_p+i0)]$ and $S=\delta(t-t_p)/\epsilon'$. This plasmon exists for $z<z_c$, where $\epsilon(z_c,1+z_c)=0$.

\subsection*{(h) Find $a$ for $r_s\to0$.}

For small $\lambda$ the denominator in (\ref{a}) confines $z$ to order $\sqrt\lambda$, so $F$ and $\Theta$ take their $z\to0$ forms. There $\Theta_0=2\arctan(1/u)$. Since $\Lambda=0$ at $z=0$, $g(iu)$ is imaginary, and $F_0=g'(iu)/4=1-u\arctan(1/u)$. With $\int_0^\infty z\,dz\,(z^2+\lambda F_0)^{-2}=1/2\lambda F_0$,
\begin{equation}
a\to-\frac\lambda\pi\int_0^\infty du\,\frac{F_0'}{F_0}\arctan\frac1u=\frac\lambda\pi J,\qquad J=-\int_0^{\pi/2}d\theta\,\ln(1-\theta\cot\theta).
\end{equation}
The second step is an integration by parts, whose boundary terms vanish because $F_0(0)=1$ and $u^{-1}\ln u\to0$, followed by $u=\cot\theta$. Numerically $J=3.35334$, and $\lambda/\pi=r_s/[\pi^2(9\pi/4)^{1/3}]$ gives $a/r_s\to0.17704$ bohr$^{-1}$. The full integral at $r_s=0.001$ gives $0.17699$ bohr$^{-1}$.

\subsection*{(i) Evaluate $Z$ at $r_s=4$ and state how far the number can be trusted.}

Here $k_F=0.47979$ bohr$^{-1}$, $k_F^2=0.23020$ Ha, $E_F=0.11510$ Ha, $\omega_p=0.21651$ Ha and $\lambda=1/(\pi\times0.47979)=0.66344$. The shift of the chemical potential is $-0.15272-0.05347=-0.20619$ Ha $=-5.611$ eV. Gauss--Legendre panels graded toward $z=0$, $z=1$ and $u=0$ give $a=0.570648$ from (\ref{a}), with six or eight points per panel, and the form in (d) gives the same. Hence
\begin{equation}
Z=\frac1{1+0.570648}=0.6367\approx0.64 .
\end{equation}
The static integral in $C$ is $1.40562$, so $Ck_F^2=\pi\times0.66344^2\times1.40562/8=0.24296$ and $C=0.24296/0.23020=1.0554$ Ha$^{-1}$.

Equation (\ref{sc}) was also integrated at five frequencies $w=\omega/k_F^2$ from $0.001$ to $0.016$. At $w=0.001$ the two-term form predicts $\mathrm{Im}\,\Sigma/\omega=-0.570648+0.000243=-0.570405$, and the integral gives $-0.570406$. At $w=0.016$ it predicts $-0.566761$ against $-0.566846$, so higher terms are visible. A fit that assumes them to be $w^2$ and $w^2\ln w$ returns $a=0.570648$ and $Ck_F^2=0.24294$. The real part shifts by $1.552\times10^{-8}$ Ha at $w=0.001$, about $10^{-4}$ of $|\mathrm{Im}\,\Sigma|=1.313\times10^{-4}$ Ha, and grows by the factor $3.999$ from $w=0.002$ to $0.004$.

The real-axis form, with the sum rule tested at six momenta, gives $a=0.570648$ again. The plasmon pole, present for $q<0.9454\,k_F$ ($z_c=0.47269$), supplies $0.3557$ or $62.3\%$ of $a$, and the continuum supplies $0.2150$ or $37.7\%$. The division counts everything above $q_c$ as continuum, so it depends on that convention.

\begin{center}
\begin{tabular}{ccccccc}
$r_s$ (bohr)&1&2&3&4&5&6\\
$a$&0.163&0.309&0.444&0.571&0.691&0.807\\
$Z$&0.860&0.764&0.693&0.637&0.591&0.554
\end{tabular}
\end{center}

The digits of $a$ describe the $G_0W_0$ integral and not the electron gas. The linear law of (h) gives $4\times0.17704=0.708$, which is $24\%$ above the computed $a$. The linearized weight $1-a=0.429$ agrees with $1/(1+a)$ to first order in $a$, hence to first order in $r_s$, yet lies $0.21$ below it here. At $r_s=4$ first order in $r_s$ or in $a$ is thus not accurate enough, and the value $0.64$ belongs to the prescription used: bare $G_0$ in both $\Sigma$ and $P$, unit vertex, the Fermi surface held at $k_F$ by hand, and Dyson's equation solved in full. Self-consistency and vertex corrections are not estimated in this calculation. The calculation also assumes a normal, unpolarized electron gas at zero temperature, where the imaginary frequency is continuous and $n_k$ is a step.

\section*{Values computed for the example and the checks}
\begin{verbatim}
rs = 4.0 bohr, n = 0.003730 bohr^-3
kF = 0.47979 1/bohr, kF^2 = 0.23020 Ha, lam = 0.66344
EF = 0.11510 Ha = 3.132 eV
omega_p = 0.21651 Ha = 5.891 eV
Sigma_x(kF) = -0.15272 Ha
Sigma_c(kF,0) = -0.053470 Ha = -1.455 eV
RPA eps_c = -0.046806 Ha, mu_c = -0.053470 Ha
mu_c from PW92 RPA parametrization = -0.053488 Ha
Sigma_xc(kF,0) = -0.20619 Ha = -5.611 eV
omega/kF^2, omega (Ha), ImSigma (Ha), ImSigma/omega, ReSigma-Sigma(0) (Ha)
  0.001  2.3020e-04  -1.31306e-04  -0.570406  1.552e-08
  0.002  4.6040e-04  -2.62501e-04  -0.570164  6.208e-08
  0.004  9.2079e-04  -5.24561e-04  -0.569685  2.482e-07
  0.008  1.8416e-03  -1.04737e-03  -0.568732  9.925e-07
  0.016  3.6832e-03  -2.08779e-03  -0.566846  3.965e-06
ReSigma shift ratio, omega/kF^2 0.004 over 0.002 = 3.999
a, derivative form (8-point panels) = 0.570648
a, derivative form (6-point panels) = 0.570648
a, subtracted form = 0.570648
a, fit to finite-frequency Sigma = 0.570648
a, real axis = 0.570648
  plasmon part = 0.3557 (62.3 %), pair part = 0.2150 (37.7 %)
z_c = 0.47269, q_c/kF = 0.9454
z times naive integrand at z=0.001 = -0.66203 (-lam = -0.66344)
static integral in C = 1.40562
C kF^2 formula = 0.24296, fit = 0.24294; C = 1.0554 1/Ha
Z = 1/(1+a) = 0.6367; linearized 1-a = 0.4294
J = 3.35334, high-density a/rs = 0.17704 1/bohr
a/rs at rs=0.001 bohr = 0.17699 1/bohr
rs = 1 bohr: a = 0.1627, Z = 0.8601
rs = 2 bohr: a = 0.3086, Z = 0.7642
rs = 3 bohr: a = 0.4436, Z = 0.6927
rs = 4 bohr: a = 0.5706, Z = 0.6367
rs = 5 bohr: a = 0.6913, Z = 0.5913
rs = 6 bohr: a = 0.8066, Z = 0.5535
\end{verbatim}
